# Why a spin-torque oscillator's emission linewidth is not its passive linewidth

Before simulating the emission line of a spin-torque oscillator, one must choose how long to run. A run of duration $T_{\rm run}$ resolves frequencies to about $1/T_{\rm run}$. If the line were as wide as the passive resonance, 100 MHz in the example below, a few times 10 ns would suffice. The same model oscillator, driven at 1.5 times its threshold current and with a weak dependence of frequency on power, emits a line of 0.44 MHz, and the run must last many microseconds. Which width is right depends on what happens to the damping once the oscillation sustains itself.

## The model and its two ingredients

Take one precession mode with complex amplitude $c$ and power $p=|c|^2$. For a uniformly magnetized disc precessing at cone angle $\theta$, let $p=\sin^2(\theta/2)$. The equation of motion is

$$\dot c=-i\omega(p)c-\Gamma c+\zeta\Gamma(1-p)c+f(t),\qquad \omega(p)=\omega_0+Np .$$

Here $\Gamma$ is the damping rate, $\zeta$ is the current divided by its threshold value, and $N$ is the frequency shift per unit power. The third term is the gain from the spin torque, which saturates as $p$ grows. Keeping $\Gamma$ independent of $p$ is a model assumption; it isolates the effect of energy from that of changing damping. It is not what Gilbert damping gives for a uniformly magnetized disc with the polarizer along the precession axis. There the damping rate is $\alpha\omega(p)(1-p)$, with $\alpha\ll1$ the Gilbert constant. At constant frequency it would fall with $p$ exactly as the gain does, and no stable orbit would form. With a rising frequency an orbit forms where $\omega(p)=\zeta\omega_0$, which needs $N>(\zeta-1)\omega_0$; the value $N/2\pi=0.2$ GHz used below does not meet this at the currents tabulated. The disc used below therefore only sets the scales of volume, magnetization and frequency; it is not a description of a device. In particular, $N$ is chosen freely. For such a disc magnetized along its axis, the shape alone gives $N/2\pi\approx46$ GHz. The values used here, 0 to 4 GHz, require a perpendicular anisotropy that largely cancels the demagnetizing field. Without that cancellation, the linewidth formula derived below would not apply at the currents tabulated. The force $f$ is thermal noise; other noise sources are left out.

The noise is taken to be isotropic in the complex plane, with $\langle f(t)f^*(t')\rangle=2D\,\delta(t-t')$ and $\langle ff\rangle=0$. Its real and imaginary parts are therefore independent, each with correlation $D\,\delta(t-t')$. Isotropy is a further model assumption. For a macrospin with Gilbert damping it holds only for $p\ll1$: the noise variance along the orbit exceeds that across it by $1/(1-p)^2$, which is 2.25 at $p=1/3$ and 4 at $p=1/2$, and the direct phase noise found below would be larger accordingly.

Thermal equilibrium fixes the radial noise, and isotropy then gives the same $D$ along the orbit. The angular momentum removed from the static direction is $(M_sV/\gamma)(1-\cos\theta)=\lambda p$, with $\lambda=2M_sV/\gamma$, where $M_s$ is the magnetization, $V$ the volume and $\gamma$ the gyromagnetic ratio. This is the action conjugate to the precession angle, so $\omega=dE/d(\lambda p)$, or $dE/dp=\lambda\omega$. Without current, the probability density $P$ in the $c$ plane must be proportional to $e^{-E/kT}$, hence

$$\frac{d\ln P}{dp}=-\frac{\lambda\omega}{kT}.$$

Damping carries a radial probability current $-\Gamma rP$, with $r=|c|$, and noise carries $-(D/2)\,dP/dr$. In equilibrium they cancel. Since $dp=2r\,dr$, we have $dP/dr=2r\,dP/dp$, and the balance becomes $\Gamma P+D\,dP/dp=0$. Comparison of the two slopes gives

$$D=\frac{\Gamma kT}{\lambda\omega}.$$

## A counter-example: constant frequency

Set $N=0$, and consider the claim that the emission width equals the passive width.

**Passive line.** At $\zeta=0$ the mean amplitude decays as $e^{-i\omega_0t-\Gamma t}$, and so does the stationary correlation $\langle c(t)c^*(0)\rangle$. Its Fourier transform is proportional to $\Gamma/[(\Omega-\omega_0)^2+\Gamma^2]$, where $\Omega$ is the angular frequency of observation. The full width at half maximum (FWHM) is $2\Gamma$, or $\Gamma/\pi$ in ordinary frequency.

**Emission line.** For $\zeta>1$, gain and damping cancel when $\zeta(1-p)=1$, at

$$p_0=1-\frac1\zeta .$$

On this orbit the mean amplitude no longer decays at the rate $\Gamma$. To see what remains, write $c=\sqrt p\,e^{i\phi}$. Then $\dot c/c=\dot p/(2p)+i\dot\phi$. Define $f_r+if_i=fe^{-i\phi}$; rotating isotropic white noise leaves its statistics unchanged. Separating real and imaginary parts gives

$$\dot p=2p\,[\zeta\Gamma(1-p)-\Gamma]+2\sqrt p\,f_r,\qquad
\dot\phi=-\omega(p)+\frac{f_i}{\sqrt p}.$$

Small noise-induced drifts of $p$, of order $D$, are dropped; they are beyond leading order in $kT$. Changes of $p$ are pulled back by the saturating gain. Nothing pulls $\phi$ back, because every phase on the orbit is equivalent.

With $N=0$ and $p$ close to $p_0$, the phase deviation is $p_0^{-1/2}\int_0^t f_i\,ds$. Its variance is $\sigma^2(t)=Dt/p_0$. For a Gaussian phase, $\langle e^{i\Delta\phi}\rangle=e^{-\sigma^2/2}$, so the correlation decays at the rate $D/(2p_0)$. The FWHM is twice this rate:

$$\text{FWHM}=\frac D{p_0}=\Gamma\,\frac{kT}{\lambda\omega_0p_0}=\Gamma\,\frac{kT}{E}.$$

For numbers, take a model disc of radius 50 nm and thickness 5 nm, with $M_s=800$ kA/m, at 300 K. Let $\omega_0/2\pi=5$ GHz and $\Gamma/2\pi=50$ MHz. Then $\lambda\omega_0/kT=2706.5$. At $\zeta=1.5$, $p_0=1/3$ and $E/kT=2706.5/3=902.2$. The emission width is

$$\frac{50\ \text{MHz}}{902.2}=0.055\ \text{MHz},$$

while the passive width is $2\times50=100$ MHz. Damping is the same in both states, yet the widths differ by a factor $2E/kT\approx1800$. The claim is false.

The rate $\Gamma$ still appears in the emission width, but in another role. In the passive state it is the decay rate of the signal. In the oscillating state that decay is compensated, and $\Gamma$ enters through the strength of the thermal noise.

## The correct general statement

Now let the frequency depend on power. Define

$$W=p_0\left.\frac{dE}{dp}\right|_{p_0}=\lambda\,\omega(p_0)\,p_0,\qquad \nu=\frac{Np_0}{\Gamma_p},$$

where power deviations relax at the rate $2\Gamma_p$. To leading order in $kT$, above threshold in this model,

$$\boxed{\text{FWHM}=2D_\phi=(1+\nu^2)\,\Gamma\,\frac{kT}{W}}$$

in angular frequency, where $D_\phi$ is defined by $\sigma^2\to2D_\phi t$ at long times. Two conditions are used: power fluctuations small compared with $p_0$, and FWHM $\ll2\Gamma_p$. The second implies the first, since FWHM$/2\Gamma_p=(1+\nu^2)\,v/(2p_0^2)$, with $v$ the power variance derived below.

The energy scale $W$ equals the stored energy $E$ when $N=0$. Otherwise $W=\lambda(\omega_0p_0+Np_0^2)$, while integrating $dE/dp$ gives $E=\lambda(\omega_0p_0+Np_0^2/2)$. At fixed $\Gamma$, $T$ and $\nu$, phase diffusion therefore falls as $1/W$.

## Proof

**Power fluctuations.** Put $p=p_0+\delta p$. Since the bracket in $\dot p$ vanishes at $p_0$, only its slope $-\zeta\Gamma$ contributes at first order:

$$\delta\dot p=-2\Gamma_p\,\delta p+2\sqrt{p_0}\,f_r,\qquad \Gamma_p=\zeta\Gamma p_0=\Gamma(\zeta-1).$$

Its stationary solution is $\delta p(t)=2\sqrt{p_0}\int_{-\infty}^te^{-2\Gamma_p(t-s)}f_r(s)\,ds$. The variance is

$$v=4p_0D\int_0^\infty e^{-4\Gamma_ps}ds=\frac{p_0D}{\Gamma_p},$$

and the correlation at delay $\tau$ is $v\,e^{-2\Gamma_p|\tau|}$.

**Phase fluctuations.** The deviation from steady rotation at $\omega(p_0)$ obeys $\delta\dot\phi=-N\delta p+f_i/\sqrt{p_0}$. The two terms are independent, so their contributions to the variance add. The second gives $Dt/p_0$, as before. With $\kappa=2\Gamma_p$, the first gives

$$N^2\!\int_0^t\!\!\int_0^t v\,e^{-\kappa|s-s'|}ds\,ds'
=2N^2v\int_0^t(t-\tau)e^{-\kappa\tau}d\tau
=\frac{2N^2v}{\kappa}\left[t-\frac{1-e^{-\kappa t}}{\kappa}\right].$$

The prefactor is $2N^2v/\kappa=N^2p_0D/\Gamma_p^2=\nu^2D/p_0$. Hence

$$\sigma^2(t)=\frac D{p_0}\left[(1+\nu^2)t-\nu^2\,\frac{1-e^{-2\Gamma_pt}}{2\Gamma_p}\right].$$

**Linewidth.** For $t\gg1/(2\Gamma_p)$ the variance grows at the rate $2D_\phi=(1+\nu^2)D/p_0$. If FWHM $\ll2\Gamma_p$, this linear growth is established long before coherence is lost. The correlation is then essentially $e^{-D_\phi t}$, the line is Lorentzian, and its FWHM is $2D_\phi$. Inserting $D/p_0=\Gamma kT/W$ proves the statement.

Physically, noise along the orbit moves the phase directly. Noise across it changes the power, and the oscillator runs at a shifted frequency until the power recovers. The first route contributes the 1 in the factor $1+\nu^2$, the second the $\nu^2$.

## Energy raised in two ways

The cleanest way to change energy alone is to enlarge the volume at fixed $p_0$, $\Gamma$ and $N$. Then $\nu$ is unchanged and $W\propto V$. For $N/2\pi=0.2$ GHz and $\zeta=1.5$, tripling the volume reduces the width computed from the full Fokker–Planck operator from 0.4446 to 0.1480 MHz, a factor 3.00. The passive width stays at 100 MHz.

Raising the current changes two things. From $\zeta=1/(1-p_0)$ follows $\Gamma_p=\Gamma p_0/(1-p_0)$, and therefore $\nu=N(1-p_0)/\Gamma$. The width becomes

$$\text{FWHM}=\frac{\Gamma kT}{\lambda}\;\frac{1+N^2(1-p_0)^2/\Gamma^2}{\omega_0p_0+Np_0^2}.$$

The numerator does not increase with $p_0$. The denominator increases if $\omega_0+2Np_0>0$. Under that condition the width falls with current, for either sign of $N$. For $N/2\pi=0.2$ GHz:

| $\zeta$ | $\nu$ | $W/kT$ | FWHM, formula (MHz) | FWHM, full operator (MHz) |
|---|---|---|---|---|
| 1.25 | 3.200 | 545.6 | 1.030 | 1.036 |
| 1.5 | 2.667 | 914.2 | 0.444 | 0.445 |
| 2 | 2.000 | 1380.3 | 0.181 | 0.181 |

At $\zeta=1.5$ the arithmetic is $(1+2.667^2)\times50/914.2=8.11\times0.0547=0.444$ MHz. Between the first and last rows the width falls by a factor 5.7. Of this, 2.5 comes from $W$ and 2.2 from $1+\nu^2$, which drops from 11.2 to 5. The current dependence is thus not a pure energy effect.

The largest deviation of the formula in the table is 0.6 %, relative to the formula. At 30 K the largest deviation for these three currents is 0.07 %, as expected of a leading-order result in $kT$. A direct simulation of the noisy equation at $\zeta=1.5$ also tests $v$ and $\sigma^2(t)$; the values are in the numerical output.

## Where the statement stops

**More energy does not guarantee a narrower line.** The oscillator with $N=0$ at $\zeta=1.5$ stores $902\,kT$ and has a width of 0.055 MHz. The one with $N/2\pi=0.2$ GHz at $\zeta=2$ stores $1367\,kT$ and has a width of 0.181 MHz. Its factor $1+\nu^2=5$ outweighs the larger energy.

**Close to threshold** the power fluctuations are no longer small. Their relative variance is

$$\frac v{p_0^2}=\frac D{\Gamma_pp_0}=\frac{kT}{\lambda\omega(p_0)}\,\frac{\zeta}{(\zeta-1)^2}.$$

For this disc it is small only if $\zeta-1\gg\sqrt{1/2706}\approx0.02$. Below threshold, away from this region, linear theory replaces $\Gamma$ by $\Gamma(1-\zeta)$ and gives a width $2\Gamma(1-\zeta)$. At half the threshold current this is 50 MHz; the full operator gives 50.1 MHz. Even there, the driven width is not the passive one.

**Strong nonlinearity** can violate FWHM $\ll2\Gamma_p$. With $N/2\pi=4$ GHz and $\zeta=1.25$, $\nu=64$ and the formula would give 326 MHz, although $2\Gamma_p/2\pi$ is 25 MHz. Coherence is now lost before the power relaxes. Expanding $1-e^{-\kappa t}\approx\kappa t-\kappa^2t^2/2$ in the nonlinear part of $\sigma^2$ gives $N^2vt^2$. If this dominates, the coherence is $e^{-N^2vt^2/2}$ and the line is Gaussian, with

$$\text{FWHM}=2\sqrt{2\ln2}\,|N|\sqrt v .$$

This static limit is 150 MHz. Keeping the full $\sigma^2(t)$, which includes the partial relaxation of the power, gives 130 MHz; the full operator gives 129 MHz. The emission is then broader than the 100 MHz passive line. The two widths measure different processes, and neither bounds the other.

## Calculated quantities

```
Disc volume: 39270 nm^3
Action scale lambda: 3.5682e-28 J s
Thermal energy kT at 300 K: 4.1419e-21 J
omega0/2pi: 5.00 GHz; Gamma/2pi: 50.0 MHz
N/2pi: 0.20 GHz
lambda*omega0/kT: 2706.5
Passive FWHM, 2*Gamma/2pi: 100.00 MHz
Passive FWHM, Fokker-Planck: 100.00 MHz
FWHM at half threshold current, Fokker-Planck: 50.08 MHz
zeta=1.25: p=0.2000, nu=3.200, 2*Gamma_p/2pi=25.0 MHz
  E/kT=543.5, W/kT=545.6
  emission FWHM: formula 1.0300 MHz, Fokker-Planck 1.0361 MHz
zeta=1.50: p=0.3333, nu=2.667, 2*Gamma_p/2pi=50.0 MHz
  E/kT=908.2, W/kT=914.2
  emission FWHM: formula 0.4436 MHz, Fokker-Planck 0.4446 MHz
zeta=2.00: p=0.5000, nu=2.000, 2*Gamma_p/2pi=100.0 MHz
  E/kT=1366.8, W/kT=1380.3
  emission FWHM: formula 0.1811 MHz, Fokker-Planck 0.1813 MHz
Largest formula error at 30 K: 0.07 %
Triple volume, zeta=1.50: emission FWHM 0.1480 MHz
  narrowing factor 3.004, passive FWHM 100.00 MHz
N=0, zeta=1.50: E/kT=902.2, FWHM 0.0555 MHz
N>0, zeta=2.00: E/kT=1366.8, FWHM 0.1813 MHz
N/2pi=4.0 GHz, zeta=1.25: nu=64.0
  emission FWHM, Fokker-Planck: 128.7 MHz
  from full phase variance: 129.6 MHz
  static Gaussian limit: 150.4 MHz
  Lorentzian formula outside its range: 326.2 MHz
Langevin, zeta=1.50: power variance 2.4867e-04, formula 2.4308e-04
  Gamma*t=1.0: phase variance 0.00399 rad^2, formula 0.00396 rad^2
  Gamma*t=6.0: phase variance 0.04543 rad^2, formula 0.04548 rad^2
```
